# Restoring fourth-order Runge-Kutta accuracy in a threshold memristor model: a numerical check

```python
"""
Result under test: for a threshold memristor whose state velocity is continuous
but has a kink at threshold, fixed-step RK4 converges only as h^2. Cutting the
steps at the threshold crossings restores h^4, even when the crossing time is
found by linear interpolation only.

Symbols: x state (0..1); G(x) = g_off + (g_on - g_off) x conductance;
v = V(t) / (1 + series * G) device voltage; V(t) = amplitude * sin(2 pi t/period).
Velocity: k_set (v/v_set - 1)(1 - x) above v_set,
          -k_reset (-v/v_reset - 1) x below -v_reset, zero in between.
Branch labels: +1 set, -1 reset, 0 idle.
Units: microsecond, volt, kiloohm, millisiemens, nanofarad.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

DEFAULTS = dict(period=1.0, amplitude=2.0, series=5.0, g_on=0.1, g_off=0.005,
                v_set=1.0, v_reset=0.8, k_set=8.0, k_reset=5.0,
                x_start=0.1, rounding=0.0)


class Cell:
    def __init__(self, **changes):
        self.__dict__.update(DEFAULTS)
        self.__dict__.update(changes)
        self.omega = 2 * math.pi / self.period

    def conductance(self, x):
        return self.g_off + (self.g_on - self.g_off) * x

    def drive(self, t):
        return self.amplitude * math.sin(self.omega * t)

    def voltage(self, t, x):
        return self.drive(t) / (1 + self.series * self.conductance(x))

    def excess(self, branch, t, x):
        """Relative overdrive beyond the set (+1) or reset (-1) threshold."""
        v = self.voltage(t, x)
        return v / self.v_set - 1 if branch == 1 else -v / self.v_reset - 1

    def branch_rate(self, branch, t, x):
        """Smooth velocity of one branch, extended beyond its threshold."""
        if branch == 0:
            return 0.0
        if branch == 1:
            return self.k_set * self.excess(1, t, x) * (1 - x)
        return -self.k_reset * self.excess(-1, t, x) * x

    def ramp(self, u):
        if self.rounding == 0:
            return max(u, 0.0)
        return self.rounding * float(np.logaddexp(0.0, u / self.rounding))

    def velocity(self, v, x):
        """Full velocity with its kinks (or with rounded thresholds)."""
        up = self.k_set * self.ramp(v - self.v_set) / self.v_set * (1 - x)
        down = self.k_reset * self.ramp(-v - self.v_reset) / self.v_reset * x
        return up - down

    def kinked_rate(self, t, x):
        return self.velocity(self.voltage(t, x), x)


step_counter = [0]


def rk4(rate, t, x, h):
    step_counter[0] += 1
    k1 = rate(t, x)
    k2 = rate(t + h / 2, x + h / 2 * k1)
    k3 = rate(t + h / 2, x + h / 2 * k2)
    k4 = rate(t + h, x + h * k3)
    return x + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6


def plain(cell, steps):
    h, x = cell.period / steps, cell.x_start
    for n in range(steps):
        x = rk4(cell.kinked_rate, n * h, x, h)
    return x


def located(cell, steps, linear=False):
    """RK4 with steps cut at crossings; returns final state and crossing times."""
    t, x, branch, times = 0.0, cell.x_start, 0, []
    for n in range(1, steps + 1):
        t_grid = n * cell.period / steps
        while t_grid - t > 1e-13:
            h = t_grid - t

            def rate(s, y, b=branch):
                return cell.branch_rate(b, s, y)

            x_trial = rk4(rate, t, x, h)
            sign = 1 if branch == 0 else -1
            hit = None
            for watched in ((1, -1) if branch == 0 else (branch,)):
                before = sign * cell.excess(watched, t, x)
                after = sign * cell.excess(watched, t + h, x_trial)
                if before < 0 <= after:
                    hit = (watched, before, after)
            if hit is None:
                t, x = t_grid, x_trial
                continue
            watched, before, after = hit
            if linear:
                part = h * before / (before - after)
            else:
                part = brentq(lambda s: cell.excess(watched, t + s,
                              rk4(rate, t, x, s)), 0.0, h, xtol=1e-15)
            x = rk4(rate, t, x, part)
            t += part
            times.append(t)
            branch = watched if branch == 0 else 0
    return x, times


def reference(cell, t0=0.0, x0=None):
    """Adaptive eighth-order solution of the kinked equation, no branch logic."""
    x0 = cell.x_start if x0 is None else x0
    return solve_ivp(lambda t, y: [cell.kinked_rate(t, y[0])], (t0, cell.period),
                     [x0], method="DOP853", rtol=1e-13, atol=1e-15,
                     max_step=cell.period / 200, dense_output=True)


def final(cell, t0=0.0, x0=None):
    return float(reference(cell, t0, x0).y[0, -1])


def rms(values):
    return float(np.sqrt(np.mean(np.square(values))))


# Closed solution without series resistor checks both reference and algorithm
bare = Cell(series=0.0)


def overdrive_integral(threshold):
    start = math.asin(threshold / bare.amplitude) / bare.omega
    width = bare.period / 2 - 2 * start
    return (2 * bare.amplitude * math.cos(bare.omega * start)
            / (threshold * bare.omega) - width)


x_closed = 1 - (1 - bare.x_start) * math.exp(
    -bare.k_set * overdrive_integral(bare.v_set))
x_closed *= math.exp(-bare.k_reset * overdrive_integral(bare.v_reset))
closed_ref_error = abs(final(bare) - x_closed)
closed_located_error = abs(located(bare, 400)[0] - x_closed)
assert closed_ref_error < 1e-11
assert closed_located_error < 1e-8

# Reference trajectory and its threshold crossings
cell = Cell()
solution = reference(cell)
x_end = float(solution.y[0, -1])


def state(t):
    return float(solution.sol(t)[0])


grid = np.linspace(0, cell.period, 2001)
crossings = []
for branch in (1, -1):
    g = [cell.excess(branch, t, state(t)) for t in grid]
    for a, b, ga, gb in zip(grid[:-1], grid[1:], g[:-1], g[1:]):
        if ga * gb < 0:
            root = brentq(lambda t: cell.excess(branch, t, state(t)), a, b,
                          xtol=1e-14)
            crossings.append((root, branch))
crossings.sort()
cross_times = np.array([c[0] for c in crossings])
assert [c[1] for c in crossings] == [1, 1, -1, -1]
fine_times = np.array(located(cell, 1000)[1])
assert len(fine_times) == 4
assert np.max(np.abs(fine_times - cross_times)) < 1e-8

# Slope jumps of the velocity and sensitivities of the final state
cross_states, jumps, sensitivities = [], [], []
for t, branch in crossings:
    x = state(t)
    divider = 1 + cell.series * cell.conductance(x)
    drive_slope = abs(cell.amplitude * cell.omega * math.cos(cell.omega * t))
    if branch == 1:
        jump = cell.k_set * (1 - x) * drive_slope / (cell.v_set * divider)
    else:
        jump = -cell.k_reset * x * drive_slope / (cell.v_reset * divider)
    eps = 1e-4
    cross_states.append(x)
    jumps.append(jump)
    sensitivities.append((final(cell, t, x + eps) - final(cell, t, x - eps))
                         / (2 * eps))

# Measured orders; groups of step numbers average over the kink position
group_starts = [50, 100, 200, 400]
GROUP = 20
mean_steps, err_plain, err_root, err_linear, err_time = [], [], [], [], []
plain_extremes = []
for start in group_starts:
    numbers = range(start, start + GROUP)
    e_plain = [plain(cell, n) - x_end for n in numbers]
    e_root = [located(cell, n)[0] - x_end for n in numbers]
    lin = [located(cell, n, linear=True) for n in numbers]
    mean_steps.append(math.exp(np.mean(np.log(list(numbers)))))
    err_plain.append(rms(e_plain))
    err_root.append(rms(e_root))
    err_linear.append(rms([r[0] - x_end for r in lin]))
    err_time.append(rms([np.array(r[1]) - cross_times for r in lin]))
    plain_extremes.append((min(map(abs, e_plain)), max(map(abs, e_plain))))


def order(errors):
    return -float(np.polyfit(np.log(mean_steps), np.log(errors), 1)[0])


order_plain, order_root = order(err_plain), order(err_root)
order_linear, order_time = order(err_linear), order(err_time)
assert abs(order_plain - 2) < 0.3
assert abs(order_root - 4) < 0.3
assert abs(order_linear - 4) < 0.3
assert abs(order_time - 2) < 0.3


# Predicted leading error of plain RK4 against its actual error
def predicted_error(steps):
    h = cell.period / steps
    total = 0.0
    for t, jump, sens in zip(cross_times, jumps, sensitivities):
        theta = (t / h) % 1.0
        u = min(theta, 1 - theta)
        total += sens * jump * h * h * (u / 6 - u * u / 2)
    return total


mismatch = []
for start in (400, 1600):
    numbers = range(start, start + GROUP)
    actual = np.array([plain(cell, n) - x_end for n in numbers])
    forecast = np.array([predicted_error(n) for n in numbers])
    mismatch.append(rms(actual - forecast) / rms(actual))
assert mismatch[1] < 0.05
assert mismatch[1] < 0.6 * mismatch[0]


# Deliberately mistimed branch changes: quadratic law at each crossing
def mistimed(index, delta):
    edges = [0.0] + list(cross_times) + [cell.period]
    edges[index + 1] += delta
    x = cell.x_start
    for branch, a, b in zip((0, 1, 0, -1, 0), edges[:-1], edges[1:]):
        h = (b - a) / 400
        for n in range(400):
            x = rk4(lambda t, y: cell.branch_rate(branch, t, y), a + n * h, x, h)
    return x


delta = 1e-3
mistiming_ratios = []
for i in range(4):
    law = -0.5 * jumps[i] * sensitivities[i] * delta ** 2
    for signed in (delta, -delta):
        mistiming_ratios.append((mistimed(i, signed) - x_end) / law)
assert max(abs(r - 1) for r in mistiming_ratios) < 0.05

# Cost of interpolation, and a short excursion missed by coarse steps
step_counter[0] = 0
located(cell, 100, linear=True)
linear_cost = step_counter[0]
assert linear_cost == 108
idle_divider = 1 + cell.series * cell.conductance(cell.x_start)
weak = Cell(amplitude=1.005 * cell.v_set * idle_divider)
coarse_count = len(located(weak, 22)[1])
fine_count = len(located(weak, 200)[1])
assert (coarse_count, fine_count) == (2, 4)

# Size of neglected effects, with rough material values
length, radius = 5e-9, 5e-9                  # filament, m
kappa, heat_capacity = 5.0, 2.5e6            # W/(m K), J/(m^3 K)
barrier_ev, room = 1.0, 300.0                # ion hopping barrier, ambient K
capacitance = 2e-5                           # nF, equal to 20 fF
leak_scale = 0.5                             # V, scale of sinh leakage
states = [state(t) for t in grid]
volts = [cell.voltage(t, x) for t, x in zip(grid, states)]
power = 1e-3 * max(v * v * cell.conductance(x) for v, x in zip(volts, states))
peak_voltage = max(map(abs, volts))
area = math.pi * radius ** 2
heating = power * length / (8 * kappa * area)
cuts = 200
laplacian = (2 * np.eye(cuts - 1) - np.eye(cuts - 1, k=1)
             - np.eye(cuts - 1, k=-1))
source = power / (kappa * area * length) * (length / cuts) ** 2
rod = np.linalg.solve(laplacian, np.full(cuts - 1, source))
assert abs(rod.max() / heating - 1) < 1e-8
thermal_time = length ** 2 * heat_capacity / (math.pi ** 2 * kappa)
acceleration = math.exp(barrier_ev * constants.e / constants.k
                        * (1 / room - 1 / (room + heating)))
field = peak_voltage / length * 1e-8         # MV/cm


def with_capacitance(t, y):
    x, v = y
    current = (cell.drive(t) - v) / cell.series - cell.conductance(x) * v
    return [cell.velocity(v, x), current / capacitance]


charged = solve_ivp(with_capacitance, (0, cell.period), [cell.x_start, 0.0],
                    method="Radau", rtol=1e-8, atol=1e-10, max_step=0.005)
assert charged.success
shift_capacitance = float(charged.y[0, -1]) - x_end
thermal_voltage = constants.k * room / constants.e
shift_rounding = final(Cell(rounding=thermal_voltage)) - x_end
shift_spread = final(Cell(v_set=1.05 * cell.v_set,
                          v_reset=1.05 * cell.v_reset)) - x_end
leak_factor = math.sinh(peak_voltage / leak_scale) / (peak_voltage / leak_scale)
shift_leak = final(Cell(g_off=cell.g_off * leak_factor)) - x_end

print(f"Drive: amplitude {cell.amplitude} V, period {cell.period} us")
print(f"Series {cell.series} kohm; on {1/cell.g_on:.0f}, off {1/cell.g_off:.0f} kohm")
print(f"Thresholds: set {cell.v_set} V, reset {cell.v_reset} V")
print(f"Rates: set {cell.k_set} /us, reset {cell.k_reset} /us")
print(f"Initial state {cell.x_start}, final state {x_end:.10f}")
print(f"No series resistor: closed final state {x_closed:.10f}")
print(f"  reference error {closed_ref_error:.1e}, "
      f"located RK4 (400 steps) {closed_located_error:.1e}")
print("Crossings: time (us), state, slope jump (1/us^2), sensitivity")
for row in zip(cross_times, cross_states, jumps, sensitivities):
    print("  {:.8f}  {:.6f}  {:+.3f}  {:.4f}".format(*row))
print("RMS final-state error: steps, plain, root-located, interpolated")
for row in zip(group_starts, err_plain, err_root, err_linear):
    print(f"  {row[0]}-{row[0]+GROUP-1}: {row[1]:.2e}  {row[2]:.2e}  {row[3]:.2e}")
print("Plain error, smallest and largest size in each group")
for start, (low, high) in zip(group_starts, plain_extremes):
    print(f"  {start}-{start+GROUP-1}: {low:.2e}  {high:.2e}")
print(f"Order: plain {order_plain:.2f}, root-located {order_root:.2f}, "
      f"interpolated {order_linear:.2f}")
print(f"Order of interpolated crossing times: {order_time:.2f}")
print(f"RMS crossing-time error, 100-119 steps: {err_time[1]:.2e} us")
print(f"Error forecast, relative mismatch: {mismatch[0]:.4f} (400-419 steps), "
      f"{mismatch[1]:.4f} (1600-1619)")
print(f"Mistiming {delta*1e3:.0f} ns, measured/law: {min(mistiming_ratios):.4f}"
      f" to {max(mistiming_ratios):.4f}")
print(f"RK4 steps for 100 grid steps, interpolated: {linear_cost}")
print(f"Weak drive {weak.amplitude:.4f} V: crossings found {coarse_count} "
      f"(22 steps), {fine_count} (200 steps)")
print("Neglected effects (rough material values)")
print(f"  filament length {length*1e9:.0f} nm, radius {radius*1e9:.0f} nm, "
      f"conductivity {kappa} W/(m K)")
print(f"  peak device voltage {peak_voltage:.3f} V, field {field:.2f} MV/cm")
print(f"  peak power {power*1e6:.1f} uW, heating {heating:.0f} K, "
      f"thermal time {thermal_time*1e12:.2f} ps")
print(f"  Arrhenius acceleration, {barrier_ev} eV from {room:.0f} K: "
      f"{acceleration:.1e}")
print(f"  state shift, {capacitance*1e6:.0f} fF capacitance: {shift_capacitance:+.1e}")
print(f"  state shift, threshold rounded over {thermal_voltage*1e3:.1f} mV: "
      f"{shift_rounding:+.1e}")
print(f"  state shift, thresholds 5 % higher: {shift_spread:+.4f}")
print(f"  state shift, off leakage times {leak_factor:.2f} "
      f"(sinh scale {leak_scale} V): {shift_leak:+.4f}")
print("every check passed")
```

Running it gives:

```
Drive: amplitude 2.0 V, period 1.0 us
Series 5.0 kohm; on 10, off 200 kohm
Thresholds: set 1.0 V, reset 0.8 V
Rates: set 8.0 /us, reset 5.0 /us
Initial state 0.1, final state 0.2023356414
No series resistor: closed final state 0.1390609499
  reference error 8.7e-14, located RK4 (400 steps) 9.8e-11
Crossings: time (us), state, slope jump (1/us^2), sensitivity
  0.09007979  0.100000  +71.206  0.0857
  0.38363906  0.653481  +19.419  0.4775
  0.58968628  0.653481  -32.491  0.4775
  0.92598922  0.202336  -12.670  1.0000
RMS final-state error: steps, plain, root-located, interpolated
  50-69: 1.02e-04  4.55e-07  5.00e-07
  100-119: 2.88e-05  3.44e-08  3.84e-08
  200-219: 8.31e-06  2.45e-09  2.68e-09
  400-419: 2.13e-06  1.65e-10  1.79e-10
Plain error, smallest and largest size in each group
  50-69: 4.91e-06  2.26e-04
  100-119: 4.55e-07  9.47e-05
  200-219: 7.85e-08  1.52e-05
  400-419: 1.13e-07  4.07e-06
Order: plain 1.99, root-located 4.09, interpolated 4.10
Order of interpolated crossing times: 2.02
RMS crossing-time error, 100-119 steps: 3.21e-05 us
Error forecast, relative mismatch: 0.0013 (400-419 steps), 0.0004 (1600-1619)
Mistiming 1 ns, measured/law: 0.9979 to 1.0021
RK4 steps for 100 grid steps, interpolated: 108
Weak drive 1.0779 V: crossings found 2 (22 steps), 4 (200 steps)
Neglected effects (rough material values)
  filament length 5 nm, radius 5 nm, conductivity 5.0 W/(m K)
  peak device voltage 1.665 V, field 3.33 MV/cm
  peak power 134.7 uW, heating 214 K, thermal time 1.27 ps
  Arrhenius acceleration, 1.0 eV from 300 K: 1.0e+07
  state shift, 20 fF capacitance: +3.5e-05
  state shift, threshold rounded over 25.9 mV: -1.3e-04
  state shift, thresholds 5 % higher: +0.0119
  state shift, off leakage times 4.19 (sinh scale 0.5 V): +0.0106
every check passed
```
